\section*{Power Transfer Between Two Coupled Magnonic Waveguides}

\section{Problem}

Two identical magnonic waveguides lie side by side in a film plane and are coupled by their dipolar fields. Let $x$ run along the guides, $y$ across them in the plane, and $z$ along the film normal. The static magnetization points along $+y$ in both guides. At equal wavenumber the symmetric and antisymmetric branches differ by $\Delta f=50$ MHz in ordinary frequency, and an isolated guide has the group velocity $v=1$ km/s. A continuous spin wave of one frequency is launched forward in guide 1 at $x=0$; none enters guide 2.

(a) Find the share of the power in each guide at distance $x$.

(b) Find the shortest distance at which all the power is in guide 2, and the time the wave needs to cover it.

(c) Decide whether the approximations in (a) and (b) hold for a pair of thin guides of yttrium iron garnet (YIG).

Take the wave to be weak enough for linear equations, and neglect reflection. Damping and differences between the guides are left to the variations.

\section{Hints}

\begin{enumerate}
\item Look for a symmetry that exchanges the guides but preserves both the magnetization and the direction of travel. What patterns can its modes have?
\item The source fixes the frequency. Draw two parallel rising branches and cut them with a horizontal line. What differs between the two crossing points?
\item Write the wave launched in guide 1 as a sum of the two modes, and let each acquire its own phase.
\item For part (c), ask which errors cancel when the two wavenumbers are subtracted.
\end{enumerate}

\section{Solution}

\subsection{The two modes}

Reflect the pair in the plane midway between the guides, $y\to-y$. The guides change places and the wavenumber $k$ along $x$ is unchanged. Magnetization is an axial vector: its component normal to the mirror survives, while its components parallel to the mirror change sign. The static magnetization, along $y$, therefore survives, and the reflection is a symmetry of the problem at fixed $k$. The small precessing components $m_x$ and $m_z$ both change sign. Since two reflections restore the original state, each mode can be chosen to have precessing components that are either equal in the two guides (symmetric) or opposite (antisymmetric).

This argument depends on the direction of magnetization. Had it pointed along $z$, the reflection would have reversed it and would not have been a symmetry.

Let $c_1$ and $c_2$ be the wave amplitudes, scaled so that $|c_1|^2$ and $|c_2|^2$ are the powers carried. With the phase convention $e^{i(kx-\omega t)}$, the modes and branches are
\begin{equation}
\frac{1}{\sqrt2}\begin{pmatrix}1\\ \pm1\end{pmatrix},\qquad
\omega_\pm(k)=\omega_0(k)\pm\kappa,\qquad 2\kappa=2\pi\,\Delta f .
\label{branches}
\end{equation}
Here $\omega_0(k)$ belongs to an isolated guide, and the upper sign is the symmetric mode. The factor $2\pi$ enters because $\Delta f$ is an ordinary frequency; $\kappa$ is half the angular splitting.

\subsection{Two wavenumbers at one frequency}

The drive frequency is $\omega=\omega_0(k_0)$. Over the small splitting, treat the branches as straight and parallel, so that $\omega_0(k)\approx\omega+v(k-k_0)$. Both modes must oscillate at $\omega$:
\begin{align}
\omega+v(k_s-k_0)+\kappa&=\omega &&\Rightarrow& k_s&=k_0-\frac{\kappa}{v},\\
\omega+v(k_a-k_0)-\kappa&=\omega &&\Rightarrow& k_a&=k_0+\frac{\kappa}{v}.
\end{align}
The higher branch reaches the drive frequency at the smaller wavenumber. Subtraction gives
\begin{equation}
\Delta k=k_a-k_s=\frac{2\kappa}{v}=\frac{2\pi\,\Delta f}{v}.
\label{dk}
\end{equation}

\subsection{Sharing of the power}

At $x=0$ the amplitudes are $(1,0)$, which is half the sum of $(1,1)$ and $(1,-1)$. Each part travels with its own wavenumber. With $\bar k=(k_s+k_a)/2$,
\begin{align}
c_1(x)&=\tfrac12\left(e^{ik_sx}+e^{ik_ax}\right)
=e^{i\bar kx}\cos\frac{\Delta k\,x}{2},\\
c_2(x)&=\tfrac12\left(e^{ik_sx}-e^{ik_ax}\right)
=-i\,e^{i\bar kx}\sin\frac{\Delta k\,x}{2}.
\end{align}
The answer to (a) is therefore
\begin{equation}
\frac{P_1}{P}=\cos^2\frac{\Delta k\,x}{2},\qquad
\frac{P_2}{P}=\sin^2\frac{\Delta k\,x}{2}.
\label{share}
\end{equation}
The shares add to one. Neither mode changes its own distribution over the guides; the power moves because their relative phase changes. At the start they cancel in guide 2, and when the relative phase has grown by $\pi$ they cancel in guide 1.

\subsection{The coupling length}

Complete transfer first occurs when $\Delta k\,L=\pi$. With Eq.~(\ref{dk}),
\begin{equation}
L=\frac{\pi}{\Delta k}=\frac{v}{2\,\Delta f}
=\frac{1000\ \mathrm{m/s}}{2\times50\times10^{6}\ \mathrm{s^{-1}}}
=1.0\times10^{-5}\ \mathrm m=10\ \mu\mathrm m .
\label{length}
\end{equation}
The wavenumber difference is $0.314$ rad/$\mu$m, and the travel time is
\begin{equation}
\frac{L}{v}=\frac{1}{2\,\Delta f}=10\ \mathrm{ns}.
\end{equation}

The time can also be found without the wavenumber difference. If a wave of fixed $k$ starts in guide 1, its two modes oscillate at frequencies $\Delta f$ apart and acquire a relative phase $\pi$ in the time $1/(2\Delta f)$. A packet moving at $v$ covers the distance $L$ in that time. The splitting thus sets the time of transfer, and the velocity converts it into a length.

The power is back in guide 1 at $2L$ and again in guide 2 at $3L$. A coupler of length $L$ moves the signal across; one of length $L/2$ divides it equally. If $\Delta f$ tends to zero at fixed $v$, the length grows without limit, as it must for uncoupled guides.

Equation~(\ref{share}) was tested on a system in which no modes were assumed: two chains of coupled oscillators, spaced by $0.5\ \mu$m, with $v=1$ km/s, $\Delta f=50$ MHz and absorbing ends. One oscillator of chain 1 was driven and the steady state solved. The power share in chain 2 first peaked at $10.0\ \mu$m, where it was $1.000$. Over the first $20\ \mu$m it differed from the sine-squared law by at most $0.0025$ of the total power.

\subsection{Why the straight-branch rule is good}

Real branches bend, and the coupling depends on $k$. Consider the bending first. Put $q=k-k_0$ and add the term $\frac12\omega_0''q^2$:
\begin{equation}
vq+\tfrac12\omega_0''q^2\pm\kappa=0 .
\end{equation}
To leading order $q=\mp\kappa/v$. Inserting this in the small quadratic term gives
\begin{equation}
q\approx\mp\frac{\kappa}{v}-\frac{\omega_0''\kappa^2}{2v^3}.
\end{equation}
The correction is the same for both modes and cancels in $\Delta k$.

Next let the coupling be $\kappa+\kappa'q$ on a straight branch. Then
\begin{equation}
q_s=-\frac{\kappa}{v+\kappa'},\qquad q_a=\frac{\kappa}{v-\kappa'},\qquad
\Delta k=\frac{2\kappa v}{v^2-\kappa'^2}.
\end{equation}
The relative correction is about $(\kappa'/v)^2$, again without a first-order term. When the branch bends and $\kappa(k)$ is curved as well, further terms of the same second order appear and can reverse the sign of the total, so $(\kappa'/v)^2$ indicates the scale of the error rather than its value or sign. The rule fails when the splitting is so large that the velocity or the coupling changes substantially between $k_s$ and $k_a$. One must then solve for both wavenumbers and use $L=\pi/\Delta k$.

\section{Part (c): a pair of YIG guides}

\subsection{Equation of motion}

Write the magnetization as $M_s(\hat y+m_x\hat x+m_z\hat z)$ with small $m_x$ and $m_z$. Besides the internal field $B_i$ along $y$, the precessing components feel exchange and their own dipolar field,
\begin{equation}
B_j=-\mu_0M_s\left(\lambda^2k^2+N_j\right)m_j,\quad j=x,z,\qquad
\lambda^2=\frac{2A}{\mu_0M_s^2},
\end{equation}
where $A$ is the exchange stiffness. The Landau--Lifshitz equation $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B$, to first order, has the components
\begin{equation}
\dot m_x=-\gamma(B_z-m_zB_i)=S_zm_z,\qquad
\dot m_z=-\gamma(m_xB_i-B_x)=-S_xm_x,
\label{motion}
\end{equation}
with
\begin{equation}
S_j=\gamma B_i+\omega_M(\lambda^2k^2+N_j),\qquad \omega_M=\gamma\mu_0M_s .
\end{equation}
Differentiating once more gives $\ddot m_x=-S_xS_zm_x$, so $\omega_0^2=S_xS_z$.

\subsection{Dipolar factors}

Assume that the precession is uniform over the width $w$ and thickness $t$. For fields varying as $e^{ikx}$, a line of magnetic charge has the potential
\begin{equation}
G(y,z)=\frac{1}{2\pi}K_0\!\left(k\sqrt{y^2+z^2}\right),
\end{equation}
with $K_0$ the modified Bessel function. The component $m_x$ has the volume charge $-ikM_sm_x$; taking $-\partial_x$ of its potential supplies another factor $-ik$, and $(-ik)^2=-k^2$. The component $m_z$ puts opposite charges on the top and bottom faces, and its mean field is minus their potential difference divided by $t$. Averaging over the guide gives
\begin{align}
N_x&=\frac{k^2}{wt}\iint G(y-y',z-z')\,dy\,dz\,dy'\,dz',\\
N_z&=\frac{2}{wt}\iint\left[G(y-y',0)-G(y-y',t)\right]dy\,dy'.
\end{align}
If the primed point lies in the partner guide, the same integrals give the coupling factors $C_x$ and $C_z$. Both are positive, because $G$ is positive and falls with distance. The partner's field adds for equal precession and subtracts for opposite precession:
\begin{equation}
\omega_\pm^2=(S_x\pm\omega_MC_x)(S_z\pm\omega_MC_z).
\end{equation}
In this model the symmetric branch is therefore the higher one.

\subsection{Numbers}

Rough typical YIG values are $M_s=140$ kA/m and $A=3.5$ pJ/m. Choose $w=1000$ nm, a wavelength of $3000$ nm and $B_i=30$ mT. The model then has $v=1$ km/s at a thickness of $83$ nm and $\Delta f=50$ MHz at a gap of $351$ nm. For the isolated guide,
\begin{equation}
\frac{\omega_0}{2\pi}=\sqrt{1.131\times5.068}\ \mathrm{GHz}=2.39\ \mathrm{GHz}.
\end{equation}
Solving both curved branches at this frequency gives $k_s=1.9301$ and $k_a=2.2446$ rad/$\mu$m, hence
\begin{equation}
L=\frac{\pi}{2.2446-1.9301}\ \mu\mathrm m=9.99\ \mu\mathrm m .
\end{equation}
The straight-branch rule is $0.1\%$ from this value. With all else fixed, a gap of $246$ nm gives $7.31\ \mu$m by the rule and $7.32\ \mu$m from the branches; a gap of $526$ nm gives $16.24$ and $16.20\ \mu$m. The straight-branch value of $\Delta k$, used in both (a) and (b), is therefore sound for these guides within this model. Part (a) also assumes that the two modes are launched equally. Here their velocities are $0.96$ and $1.04$ km/s and their ellipticities differ slightly, so a local source leaves about $0.1$--$0.2\%$ of the squared amplitude in guide 1 at $L$: the transfer is nearly, but not exactly, complete.

A coupler cut for this frequency is less exact at others. If the drive is raised by $50$ MHz, the coupling length becomes $10.9\ \mu$m and the original device transfers $98.4\%$ of the power. If instead $M_s$ falls by $1\%$, as warming could cause, with drive, internal field and $A$ fixed, the length becomes $10.2\ \mu$m and the share $99.9\%$.

\subsection{Comparison with real guides}

YIG films tens of nanometres thick can be patterned into guides of this size, so the dimensions are realistic, though the model is simplified. Such guides can also carry waves with nodes across the width at the same frequency but larger $k$. These have their own coupling lengths, so complete transfer at $L$ requires a source that excites only the mode considered here. One assumption that clearly matters is the uniform profile across the width. In the opposite limit, precession vanishes at the edges as $\cos(\pi y/w)$, with $y$ measured from the guide's centre. At the same wavelength, thickness and gap, the splitting is then $31.5$ MHz, the velocity $1.03$ km/s, and the rule gives $16.4\ \mu$m. The relation between $L$, $v$ and $\Delta f$ has not changed; its inputs have. A designer should therefore obtain the splitting from a calculation with the true profile, or from measurement.

The internal field is not uniform either. Magnetization across a guide creates charges on its edges, with a mean opposing field of $18.5$ mT, which is not small beside $30$ mT. The applied field must make up for it, and its variation towards the edges, neglected here, changes the profile further. At the edges themselves the opposing field approaches about $90$ mT ($\mu_0M_s/2\approx88$ mT from the near face and about $2$ mT from the far one), more than the roughly $47$ mT applied (the partner's static field adds nearly $2$ mT on average along $+y$), so only exchange holds the magnetization along $y$ there. A thickness-averaged estimate puts the loss of stability at the outer edges at about $45$ mT, barely below the applied value, so a stronger applied field is advisable. The lengths found for the two profiles above are therefore examples; they have not been shown to bound $L$ in the uneven field. If the profile across the width is solved for instead of assumed, at the same wavelength, thickness and gap, the precession at the edges falls to roughly a quarter of its central value in an even $30$ mT field and the rule gives about $13\ \mu$m; in the uneven field at $47$ mT applied it gives about $16\ \mu$m. The uniform profile thus underestimates $L$ for these dimensions.

\section{Variation 1: guides that are not quite identical}

\textit{The isolated guides differ in frequency by $\delta f$ at equal $k$. How much power can cross?}

Let $\delta=2\pi\,\delta f$, take $\omega$ as the mean frequency at $k_0$, and write $c_j=b_j(x)e^{ik_0x}$. For slowly varying $b_j$, the difference $k-k_0$ acts as $-i\,d/dx$, so
\begin{equation}
-iv\frac{d}{dx}\begin{pmatrix}b_1\\b_2\end{pmatrix}
=-Q\begin{pmatrix}b_1\\b_2\end{pmatrix},\qquad
Q=\begin{pmatrix}\delta/2&\kappa\\ \kappa&-\delta/2\end{pmatrix}.
\end{equation}
Dividing by $-iv$ gives $b'=-(i/v)Qb$. Since $Q^2=W^2I$, with $I$ the unit matrix and $W^2=\kappa^2+\delta^2/4$, the exponential series separates into even and odd powers:
\begin{equation}
b(x)=\left[I\cos\frac{Wx}{v}-\frac{i}{W}\,Q\sin\frac{Wx}{v}\right]b(0).
\end{equation}
For $b(0)=(1,0)$ the second component gives
\begin{equation}
\frac{P_2}{P}=\frac{\kappa^2}{W^2}\sin^2\frac{Wx}{v},\qquad
\left(\frac{P_2}{P}\right)_{\max}=\frac{1}{1+(\delta f/\Delta f)^2},
\end{equation}
because $\delta/(2\kappa)=\delta f/\Delta f$. Here $\Delta f=\kappa/\pi$ is the splitting the pair would have without the mismatch. The first maximum, at $x=\pi v/(2W)$, comes earlier than $L$ but is incomplete; no extra length can repair it.

For $\delta f=20$ MHz the limit is $1/(1+0.4^2)=0.862$. The driven chains gave $0.861$, as a maximum over sites $0.5\ \mu$m apart. In the YIG model, a $1\%$ increase of width at fixed internal field shifts the frequency by only $1.7$ MHz, and the limit is $0.999$. At fixed applied field, however, the wider guide also has a weaker opposing field from its edge charges. The shift is then about $6.7$ MHz and the limit about $0.98$. What matters is the mismatch relative to the splitting, so weakly coupled guides, with their small $\Delta f$, need closer matching.

\section{Variation 2: damped waves}

\textit{Both guides have the same small Gilbert damping $\alpha$. What power arrives in guide 2 at $L$?}

The damping term $\alpha\,\mathbf m\times\dot{\mathbf m}$ adds $\alpha\dot m_z$ to $\dot m_x$ and $-\alpha\dot m_x$ to $\dot m_z$ in Eq.~(\ref{motion}). Replacing these small terms by their undamped values gives
\begin{equation}
\dot m_x=-\alpha S_xm_x+S_zm_z,\qquad
\dot m_z=-S_xm_x-\alpha S_zm_z .
\end{equation}
The two eigenvalues are complex conjugates, and their sum is the trace $-\alpha(S_x+S_z)$. The amplitude therefore decays in time at the rate
\begin{equation}
\Gamma=\frac{\alpha(S_x+S_z)}{2}.
\end{equation}
At a fixed real drive frequency the decay appears in space: $v(k-k_0)-i\Gamma=0$ gives $k=k_0+i\Gamma/v$, and the amplitude falls as $e^{-\Gamma x/v}$. Neglecting the small difference in damping between the modes, both shrink equally. They still cancel in guide 1 at $L$, so the surviving power is entirely in guide 2:
\begin{equation}
\frac{P_2(L)}{P(0)}=e^{-2\Gamma L/v}=e^{-\Gamma/\Delta f}.
\end{equation}
The last form uses $L=v/(2\Delta f)$. At given $\Gamma$ and $\Delta f$ the loss does not depend on velocity: a faster wave needs a longer coupler but takes the same time. Low loss requires $\Gamma\ll\Delta f$.

For a rough YIG film value $\alpha=2\times10^{-4}$,
\begin{equation}
\Gamma=\frac{2\times10^{-4}}{2}\,2\pi\,(1.131+5.068)\times10^{9}\ \mathrm{s^{-1}}
=3.9\times10^{6}\ \mathrm{s^{-1}} .
\end{equation}
The surviving fraction is $e^{-0.078}=0.925$, and the driven chains with this damping gave the same value to three digits. The amplitude decay length, $v/\Gamma=257\ \mu$m, is much longer than the coupler. A film with larger $\alpha$ loses more, with the exponent proportional to $\alpha$.

\section*{Numbers as computed}
\begin{verbatim}
Given branch splitting: 50.0 MHz
Given group velocity: 1.000 km/s
Wavenumber difference from rule: 0.3142 rad/um
Coupling length from rule: 10.000 um
Travel time over coupling length: 10.00 ns
-- driven chains
First complete transfer: 10.0 um
Chain site spacing: 0.5 um
Power share in guide 2 there: 1.00000
Largest deviation from sine-squared law: 0.0025
Test mismatch: 20.0 MHz
Largest share with mismatch, chains: 0.8608
Largest share with mismatch, formula: 0.8621
-- YIG thin-strip model, rough material values
Magnetization: 140 kA/m
Exchange stiffness: 3.5 pJ/m
Gilbert damping: 0.00020
Internal field: 30 mT
Guide width: 1000 nm
Wavelength: 3000 nm
Thickness found: 82.7 nm
Gap found: 350.9 nm
Drive frequency: 2.3946 GHz
S_x / 2 pi: 1.131 GHz
S_z / 2 pi: 5.068 GHz
Symmetric wavenumber: 1.9301 rad/um
Antisymmetric wavenumber: 2.2446 rad/um
Coupling length from both branches: 9.989 um
Gap 246 nm: splitting 68.4 MHz, rule 7.31 um, solved 7.32 um
Gap 351 nm: splitting 50.0 MHz, rule 10.00 um, solved 9.99 um
Gap 526 nm: splitting 30.8 MHz, rule 16.24 um, solved 16.20 um
-- neglected effects
Amplitude decay rate: 3.895 1/us
Amplitude decay length: 256.7 um
Power surviving at coupling length: 0.9251
Same from driven chains: 0.9248
Frequency shift for 1% width change: 1.69 MHz
Largest share with that mismatch: 0.9989
Coupling length, drive 50 MHz higher: 10.88 um
Share in guide 2 of fixed device then: 0.9836
Coupling length, magnetization 1% lower: 10.19 um
Share in guide 2 of fixed device then: 0.9990
Mean transverse demagnetizing field: 18.5 mT
Splitting with pinned edges: 31.5 MHz
Velocity with pinned edges: 1.034 km/s
Coupling length with pinned edges: 16.42 um
\end{verbatim}
